# Exchange-Striction Polarization of an Up-Up-Down-Down Ising Chain

## Problem

Ions sit on a line at rest positions \(na\). They carry alternating charges \(q_n=(-1)^n q\) and Ising spins \(s_n=\pm1\). The spin pattern is up-up-down-down, \(s_0,s_1,s_2,s_3=+,+,-,-\), repeated along the chain. Neighbouring ions are joined by springs of stiffness \(K\), and the exchange between them depends on their distance. With \(\delta_n\) the stretch of the bond between \(n\) and \(n+1\), the energy is

\[
H=\sum_n\Big[(J_0+g\delta_n)s_ns_{n+1}+J_2s_ns_{n+2}+\tfrac12K\delta_n^2\Big]-E\sum_n q_nu_n .
\]

Positive \(J_0\) and \(J_2\) favour antiparallel spins, \(g=dJ/dl\) is the slope of the exchange with bond length \(l\), \(u_n\) is the displacement of ion \(n\), and \(E\) is the electric field acting on the ions.

(a) When is this pattern the ground state?

(b) Find the polarization at \(E=0\), with area \(A\) per chain.

(c) It is claimed that shifting the spin pattern by two sites, with the ions left in place, reverses the polarization. Decide whether this is true, and find the effect of a shift by any number of sites.

(d) How does an electric field select among the ground states, at zero and at low temperature?

(e) Evaluate the results for \(q=1\,e\), \(a=0.26\) nm, \(A=0.24\) nm², \(J_0=1.0\) meV, \(J_2=1.5\) meV, \(g=-40\) meV/nm, \(K=500\) eV/nm² and \(E=0.10\) MV/cm. Judge the main approximations.

## Solution

### Assumptions and variables

The chain is closed into a ring of \(N\) sites, with \(N\) a multiple of 4, and is free to change its length. If \(\eta\) is the uniform stretch per bond, then

\[
\delta_n=u_{n+1}-u_n+\eta ,
\]

with \(u_n\) periodic. Any set of \(N\) bond stretches can be reached: take \(\eta\) as their mean, and the remaining differences \(u_{n+1}-u_n\) sum to zero, as the ring requires. The \(\delta_n\) are therefore independent variables.

The charges are rigid, and polarization is measured from the undistorted chain. A uniform stretch adds none, because every ion remains a centre of inversion. For (b), short-circuited electrodes keep the macroscopic field at zero; local-field corrections are estimated at the end.

Define the bond variable \(b_n=s_ns_{n+1}\), which is \(+1\) for parallel and \(-1\) for antiparallel neighbours. Since \(s_{n+1}^2=1\), we have \(s_ns_{n+2}=b_nb_{n+1}\).

### (a) The ground state

At \(E=0\), the terms containing \(\delta_n\) are \(gb_n\delta_n+K\delta_n^2/2\). Setting the derivative to zero gives

\[
\delta_n=-\frac{g}{K}b_n,\qquad
gb_n\delta_n+\tfrac12K\delta_n^2=-\frac{g^2}{K}+\frac{g^2}{2K}=-\frac{g^2}{2K},
\]

where \(b_n^2=1\) was used. This gain is the same for every spin pattern, so it does not affect their order in energy. Sharing each \(J_0b_n\) equally between two adjacent bond pairs leaves

\[
\sum_n\Big[J_2b_nb_{n+1}+\tfrac12J_0(b_n+b_{n+1})\Big].
\]

A pair of opposite bonds contributes \(-J_2\), two parallel bonds contribute \(J_2+J_0\), and two antiparallel bonds contribute \(J_2-J_0\). The first value is the lowest when

\[
J_2>\tfrac12|J_0| .
\]

The bonds then alternate, which is the up-up-down-down pattern. Choosing \(s_0\) and \(s_1\) fixes all other spins, so there are four ground states.

### (b) The polarization

The dipole of the ring must be expressed through the stretches. In the alternating sum of \(\delta_n\), the \(\eta\) terms cancel, and relabelling \(n+1\to n\) changes the sign of the first term:

\[
\sum_n(-1)^n\delta_n=\sum_n(-1)^nu_{n+1}-\sum_n(-1)^nu_n=-2\sum_n(-1)^nu_n .
\]

Hence

\[
D=\sum_nq_nu_n=-\frac q2\sum_n(-1)^n\delta_n .
\]

Insert \(\delta_n=-gb_n/K\) and define

\[
\sigma=\frac1N\sum_n(-1)^nb_n .
\]

This gives \(D=Nqg\sigma/(2K)\). There are \(N/2\) two-ion cells, each of volume \(V=2aA\), so the dipole per cell and the polarization are

\[
p_s=\frac{qg\sigma}{K},\qquad P_s=\frac{qg\sigma}{2aAK}.
\]

For the given pattern \(b_n=(-1)^n\) and \(\sigma=+1\). If \(g<0\), parallel bonds lengthen and antiparallel bonds shorten. Each positive ion moves left, towards the negative ion with which it shares a short bond, and \(P_s\) is negative. The value of \(J_0\) does not enter; only its slope does.

The result does not depend on the choice of cell. With ions 0 and 1, the absolute dipole is \(qu_0-q(a+u_1)=-qa+p_s\). With ions 1 and 2 it is \(-q(a+u_1)+q(2a+u_2)=qa+p_s\), since \(u_2=u_0\). The two differ by \(2qa\), a polarization quantum \(q/A\), but the change from the undistorted chain is \(p_s\) in both.

### (c) Shifting the spins

Shift the spins by \(m\) sites: \(s'_n=s_{n-m}\), hence \(b'_n=b_{n-m}\). With \(k=n-m\),

\[
\sigma'=\frac1N\sum_n(-1)^nb_{n-m}=\frac1N\sum_k(-1)^{k+m}b_k=(-1)^m\sigma .
\]

The claim is false. A shift by two sites leaves the polarization unchanged; a shift by one site reverses it. The four ground states are:

| Shift | Spins on sites 0–3 | Bonds 0–3 | \(\sigma\) |
|---|---|---|---|
| 0 | \(++--\) | \(+-+-\) | \(+1\) |
| 1 | \(-++-\) | \(-+-+\) | \(-1\) |
| 2 | \(--++\) | \(+-+-\) | \(+1\) |
| 3 | \(+--+\) | \(-+-+\) | \(-1\) |

A two-site shift turns over every spin of this pattern. Exchange depends on products of two spins, so the forces on the ions stay the same. A one-site shift exchanges the long and short bonds while the charges stay in place, so each positive ion moves towards its other neighbour.

### (d) Selection by an electric field

**Zero temperature.** With the dipole formula from (b), the field energy is \(-ED=(qE/2)\sum_n(-1)^n\delta_n\). Each bond now has the energy

\[
\Big[gb_n+(-1)^n\frac{qE}{2}\Big]\delta_n+\frac K2\delta_n^2 ,
\]

in addition to the rigid exchange terms. Its minimum is at \(\delta_n=-[gb_n+(-1)^nqE/2]/K\). Substitution into \(D\) gives the dipole per cell,

\[
p=\frac{qg\sigma}{K}+\frac{q^2E}{2K}.
\]

The second term is the ordinary displacement of charges by the field and is the same in all four states. The minimum energy of a bond is \(-[\ldots]^2/(2K)\). Expanding the square gives two terms that are the same for all patterns and the cross term

\[
-h(-1)^nb_n,\qquad h=\frac{qgE}{2K}.
\]

Over the two bonds of a cell this sums to \(-2h\sigma=-p_sE\). The field therefore favours the two states whose \(p_s\) points along it. It cannot choose between those two, which differ by reversal of all spins. Changing from one polar pair to the other requires one spin flip per two-ion cell.

**Walls.** Let \(\tau_n=(-1)^nb_n\), which is constant within a polar domain. A wall is a place where two adjacent bonds are equal. Measured from the ground-state value \(-J_2\), its energy is

\[
w_-=2J_2-J_0,\qquad w_+=2J_2+J_0
\]

for two antiparallel bonds (a block of one spin) and two parallel bonds (a block of three spins), respectively.

Flipping one spin changes the sign of the bonds on both sides of it. In the perfect pattern this turns \(-+-+\) into \(--++\), which contains one wall of each kind and costs \(w_-+w_+=4J_2\). An existing wall moves more easily. One flip turns \(+--+-+\) into \(+-+--+\), which moves the wall by two sites at no exchange cost. Two values of \(\tau\) change sign, so the field energy changes by \(4|h|=2|p_s|E\).

**Low temperature.** The lattice fluctuates about its minimum with the same stiffness for every spin pattern. Its motion therefore contributes a common factor to the partition function, and the minimum energies found above determine the relative weights of the spin patterns. Put \(\beta=1/(k_BT)\), \(y=\beta h\) and \(\alpha_\pm=e^{-\beta w_\pm}\). Two adjacent bonds in the same domain have weight \(e^{\pm y}\) relative to the ground state at zero field. If \(\tau\) changes, the two field terms cancel and the weight is \(\alpha_+\) or \(\alpha_-\). A change from \(\tau=+1\) to \(-1\) that starts on an even bond has \(b=+1\) on both bonds, hence \(\alpha_+\); one that starts on an odd bond has \(\alpha_-\). The reverse changes have these weights exchanged. The transfer matrix for two steps is thus

\[
\begin{pmatrix}e^y&\alpha_+\\ \alpha_-&e^{-y}\end{pmatrix}
\begin{pmatrix}e^y&\alpha_-\\ \alpha_+&e^{-y}\end{pmatrix}
=\begin{pmatrix}e^{2y}+\alpha_+^2&\alpha_-e^y+\alpha_+e^{-y}\\
\alpha_-e^y+\alpha_+e^{-y}&e^{-2y}+\alpha_-^2\end{pmatrix}.
\]

Let \(\gamma=(\alpha_+^2-\alpha_-^2)/2\), let \(c\) be the off-diagonal element, and put \(\varepsilon=\alpha_++\alpha_-\). The larger eigenvalue is \(\cosh2y+(\alpha_+^2+\alpha_-^2)/2+\sqrt{(\sinh2y+\gamma)^2+c^2}\). In a weak field \(\gamma\) is not small beside \(\sinh2y\), so it cannot be dropped on its own; doing so would give \(\sigma\neq0\) at zero field. However, \(c^2=(\alpha_+^2+\alpha_-^2)\cosh2y-2\gamma\sinh2y+2\alpha_+\alpha_-\), so the terms \(\pm2\gamma\sinh2y\) cancel under the root. For \(|y|\ll1\) and \(\alpha_\pm\ll1\) we have \(\cosh2y\approx1\) in \(c^2\) and \(\gamma^2\ll\varepsilon^2\), so the root becomes \(\sqrt{\sinh^22y+\varepsilon^2}\), and \(\alpha_\pm^2\) is negligible beside \(\cosh2y\). The larger eigenvalue is then

\[
\Lambda=\cosh2y+R,\qquad R=\sqrt{\sinh^22y+\varepsilon^2}.
\]

For a long chain the partition function is proportional to \(\Lambda^{N/2}\), and its logarithmic derivative with respect to \(y\) is the mean of \(\sum_n\tau_n\). Therefore

\[
\sigma=\frac12\frac{d\ln\Lambda}{dy}
=\frac{1}{2\Lambda}\left[2\sinh2y+\frac{2\sinh2y\cosh2y}{R}\right]
=\frac{\sinh2y}{\sqrt{\sinh^22y+\varepsilon^2}} .
\]

The last step uses \(R+\cosh2y=\Lambda\). When \(|\sinh2y|\gg\varepsilon\), the field aligns the chain. In the opposite limit \(\sigma\approx2y/\varepsilon\), which vanishes with the field: a single chain has no spontaneous order at nonzero temperature.

### (e) Numbers

Since 1.5 meV exceeds 0.5 meV, the pattern is the ground state. Relaxing all \(2^{12}=4096\) spin patterns of a 12-site ring also gives four ground states.

The stretch has magnitude \(|g|/K=0.040/500=8.0\times10^{-5}\) nm. The unshifted cell has dipole \(-8.0\times10^{-5}\) \(e\,\)nm and volume \(2(0.26)(0.24)=0.1248\) nm³, so

\[
P_s=-\frac{8.0\times10^{-5}}{0.1248}\ \frac{e}{\mathrm{nm}^2}
=-0.0103\ \mu\mathrm{C/cm^2}
\]

(about \(-103\) μC/m²). For shifts by 0, 1, 2 and 3 sites, the relaxed coordinates give \(-0.0103\), \(+0.0103\), \(-0.0103\) and \(+0.0103\) μC/cm².

The field of 0.10 MV/cm is 0.010 V/nm. It separates the polar pairs by \(2|p_s|E=1.6\) μeV per cell and induces a further 0.0013 μC/cm². The wall energies are 2 and 4 meV.

At 5 K, \(k_BT=0.431\) meV and \(\varepsilon=9.73\times10^{-3}\). With \(2h=-0.80\) μeV, \(2y=-1.86\times10^{-3}\), and the formula gives \(\sigma=-0.187\). The full transfer matrix agrees to the five decimals printed. The field therefore achieves only 19% of full order in an isolated chain. At 2 K, \(\varepsilon\) falls to \(9.1\times10^{-6}\) while \(2y=-4.6\times10^{-3}\), and the order is almost complete.

These are equilibrium values, not switching times. At 2 K the first flip in a perfect pattern costs 6 meV, or about \(35k_BT\). A rate would also require a model of the spin dynamics.

**Neglected effects.** With open electrodes, \(E=-P/\varepsilon_0\). Writing \(P=P_s+\varepsilon_0\chi E\), with \(\chi=q^2/(2KV\varepsilon_0)=0.145\), gives \(P=P_s/(1+\chi)\). The magnitude falls to 0.0090 μC/cm², and the internal field is 0.10 MV/cm, as large as the applied one. This treats the chain ions as the only polarizable matter. A background relative permittivity \(\varepsilon_b\) from electrons and other ions gives \(E=-P/(\varepsilon_b\varepsilon_0)\) and \(P=P_s/(1+\chi/\varepsilon_b)\); for an illustrative \(\varepsilon_b=10\) the field is only 0.011 MV/cm and the magnitude is 0.0101 μC/cm². With closed electrodes, a Lorentz local field \(P/(3\varepsilon_0)\) would raise \(P_s\) by \(1/(1-\chi/3)-1\), about 5%. That form belongs to cubic surroundings and is a guide to size here.

The zero-point bond fluctuation for ions of mass 57 u is 0.0049 nm rms, some 60 times the static stretch. It does not wash out \(P_s\): the exchange energy is linear in displacement, so it exerts a constant force, which shifts the mean position of a harmonic oscillator without changing its fluctuation. If the exchange instead follows \(J_0e^{-\kappa\delta}\) with \(\kappa=-g/J_0=40\) nm⁻¹, averaging over this fluctuation raises the slope by about 2%. It raises \(J_0\) by the same factor, which lowers \(w_-\) by 0.02 meV; the two changes together move \(|\sigma|\) at 5 K from 0.187 to about 0.183. The same nonlinearity acting through the static stretch changes \(P_s\) by about 0.002%. The field energy across one bond is 2.6 meV, small beside an oxide band gap of rough order 1 eV; this is a comparison of scales, not a calculation of breakdown.

**Comparison with a real chain.** The parameters are round values in the rough regime of Ca₃CoMnO₆, where Co²⁺ and Mn⁴⁺ alternate along Ising chains. Its measured polarization is roughly of order 0.01 μC/cm². The similar size here is no prediction, because \(g\), \(K\) and \(q\) were not determined for the material. The model also uses one \(J_2\) for Co–Co and Mn–Mn pairs, which need not be equal. Values of 2.0 and 1.0 meV, with the same mean, would leave the ground states and \(P_s\) unchanged but lower \(|\sigma|\) at 5 K from 0.187 to 0.135. The charges \(\pm1\,e\) are deviations from the mean ionic charge of \(+3\,e\), and the centre of each ion pair is assumed fixed relative to the neutralizing surroundings. This assumption matters greatly: a centre shift of 10% of the relative displacement, \(8\times10^{-6}\) nm, would add or subtract \(6e\times8\times10^{-6}\) nm \(=4.8\times10^{-5}\) \(e\,\)nm, or 60% of \(|p_s|\). Electronic polarization is also absent and could change the result substantially. Coupling between chains can stabilize order that an isolated chain lacks; if it also makes all chains polarize the same way, full order at 5 K would raise the spin-driven part from 0.0019 to 0.0103 μC/cm². Finite spin anisotropy, which allows spins to tilt, is not estimated. The numerical output follows.

## Computed values

```
INPUTS (round model values)
charge magnitude q = 1.0 e
site spacing a = 0.26 nm
area per chain A = 0.24 nm^2
first-neighbour exchange J0 = 1.0 meV
second-neighbour exchange J2 = 1.5 meV
exchange slope g = -40 meV/nm
bond stiffness K = 500 eV/nm^2
applied field = 0.10 MV/cm
ion mass = 57 u
POLARIZATION
cell volume = 0.1248 nm^3
parallel-bond stretch = 8.000e-05 nm
antiparallel-bond stretch = -8.000e-05 nm
cell dipole, unshifted = -8.000e-05 e nm
P after shift by 0 sites = -0.01027 uC/cm2
P after shift by 1 sites = +0.01027 uC/cm2
P after shift by 2 sites = -0.01027 uC/cm2
P after shift by 3 sites = +0.01027 uC/cm2
P unshifted, converted = -102.7 uC/m2
polarization quantum = 66.76 uC/cm2
number of ground states on 12-site ring = 4
FIELD AND WALLS
field-induced P = 0.00128 uC/cm2
energy difference of polar states = 1.600 ueV per cell
single-flip cost = 6.000 meV
single-spin-block wall energy = 2.000 meV
three-spin-block wall energy = 4.000 meV
field energy for one wall move = 1.600 ueV
thermal energy at 2 K = 0.1723 meV
wall factor epsilon at 2 K = 9.125e-06
sigma in field at 2 K, transfer matrix = -1.00000
sigma in field at 2 K, low-T formula = -1.00000
thermal energy at 5 K = 0.4309 meV
wall factor epsilon at 5 K = 9.733e-03
sigma in field at 5 K, transfer matrix = -0.18738
sigma in field at 5 K, low-T formula = -0.18738
SIZE OF NEGLECTED EFFECTS
ionic susceptibility = 0.1450
open-electrode P = -0.00897 uC/cm2
open-electrode field = 0.1013 MV/cm
rough Lorentz local-field gain = 5.08 %
nonlinear-exchange change of P = 0.00154 %
zero-point rms bond stretch = 0.00494 nm
zero-point gain of exchange slope = 1.97 %
highest phonon energy = 38.30 meV
field energy across one bond = 2.60 meV
```
